# Configurational temperature as a check of local equilibrium in heat flow

A simulation of heat flow can read the temperature from atomic velocities. This problem builds a second thermometer from positions and forces, and finds what a comparison of the two can establish.

The algebra uses atomic units with $\hbar=1$; temperature appears as the energy $\theta=k_BT$. The nuclei are classical except in part (g). The potential energy is $U(x_1,\ldots,x_n)$, the force is $F_i=-\partial_iU$, and $U_{ij}=\partial_i\partial_jU$. Numerical examples use eV and Å, with temperatures in K.

## (a) A temperature without velocities

**Find $\theta$ from canonical averages of first and second derivatives of $U$. State the conditions needed.**

The canonical density of positions and momenta is a product, because the kinetic energy depends on momenta alone. Integrating over the momenta leaves

$$\rho=\frac{e^{-U/\theta}}{Z},\qquad \partial_i\rho=-\frac{1}{\theta}(\partial_iU)\rho .$$

Take a smooth vector field $B_i(x)$ and integrate the divergence of $B\rho$ over configuration space. By the divergence theorem this is a surface integral. It vanishes if $B\rho$ falls off fast enough at large distance, or if opposite faces of a periodic cell cancel. Then

$$0=\int\sum_i\partial_i(B_i\rho)\,dx
=\Big\langle\sum_i\partial_iB_i\Big\rangle-\frac1\theta\Big\langle\sum_iB_i\partial_iU\Big\rangle ,$$

so that

$$\Big\langle\sum_iB_i\,\partial_iU\Big\rangle=\theta\Big\langle\sum_i\partial_iB_i\Big\rangle. \tag{1}$$

The choice $B_i=\partial_iU$ gives

$$\boxed{\theta=\frac{\langle|\nabla U|^2\rangle}{\langle\nabla^2U\rangle}}\tag{2}$$

Keeping one component of $B$ and setting the others to zero gives a thermometer for one coordinate:

$$\theta=\frac{\langle F_i^2\rangle}{\langle U_{ii}\rangle}. \tag{3}$$

The averages must exist, and $\nabla U$ must be continuous. The curvature may be negative at some positions, but its canonical mean is positive whenever the mean squared force is nonzero, since (3) makes it $\langle F_i^2\rangle/\theta$.

Physically, heating lets atoms explore steeper parts of the potential. The curvature converts the mean squared force into an energy. For $U=\frac12kx^2$, (3) reads $k\langle x^2\rangle=\theta$, which is equipartition.

As an anharmonic case, take

$$U=\frac k2\left[x_1^2+x_2^2+(x_1-x_2)^2\right]+\frac\lambda4(x_1^4+x_2^4)+\frac c3x_1^3,$$

with $k=1$ eV/Å$^2$, $\lambda=100$ eV/Å$^4$, $c=3$ eV/Å$^3$ and $\theta=0.02585$ eV, which is 300 K. Direct quadrature of the averages gives 300.000 K from (2), and also from (3) for coordinate 1.

## (b) Spatial bins and force cutoffs

**How does the result change if atoms are selected by position, or if the force jumps at a cutoff?**

Let $w(x_i)$ be a smooth window that selects a region. Put $B_i=w\,\partial_iU$ into (1), with all other components zero. The product rule gives

$$\theta=\frac{\langle wF_i^2\rangle}{\langle wU_{ii}+w'\partial_iU\rangle}. \tag{4}$$

The second term in the denominator comes from the edges of the window. To see when it matters, let $n(x)$ be the probability density of coordinate $i$. Since $(\partial_iU)\rho=-\theta\,\partial_i\rho$, integrating over the other coordinates gives

$$\langle w'\partial_iU\rangle=-\theta\int w'(x)n'(x)\,dx .$$

It vanishes where the density is uniform at the edges. An atom bound to a site has a strongly varying density. In the two-coordinate example, the window $w=\exp[-(x_1-0.05)^2/(2\times0.04^2)]$, with lengths in Å, gives 113.4 K without the edge term and 300.000 K with it. In a solid the difficulty is avoided by selecting atoms by label, so that (3) applies directly.

A force jump adds a delta function to the curvature. Consider one coordinate $r$ in a periodic cell of length 2 Å, with $U=\frac12k(r^2-r_c^2)$ for $|r|<r_c$ and $U=0$ outside. The energy is continuous. At $r=r_c$, however, $U'$ drops from $kr_c$ to zero, and at $r=-r_c$ it drops from zero to $-kr_c$. Each jump equals $-kr_c$, so

$$\langle U''\rangle=kP(|r|<r_c)-2kr_c\,\rho(r_c),$$

where $P$ is the probability of lying inside the cutoff. With $r_c=0.3$ Å and a true temperature of 300 K, dropping the last term makes the denominator too large and gives 216.5 K. Keeping it gives 300.000 K. A potential whose force goes continuously to zero at the cutoff needs no such term.

## (c) A temperature gradient

**Suppose the temperature varies slowly from atom to atom. Does (3) still return the local value?**

Divide the energy among the atoms, $U=\sum_je_j$, and take as the leading local-equilibrium density

$$\rho\propto\exp\Big(-\sum_j\beta_je_j\Big),\qquad \beta_j=1/\theta_j .$$

The integration by parts of (a), with $B_i=\partial_iU$, now gives

$$\langle U_{ii}\rangle=\beta_i\langle(\partial_iU)^2\rangle+\sum_j(\beta_j-\beta_i)\langle\partial_iU\,\partial_ie_j\rangle .$$

The last sum is the source of the error made by using (3). It can be evaluated for a harmonic chain with bond stiffness $k$ and on-site stiffness $k_0$. Then $U=\frac12x^TKx$, with $K_{ii}=2k+k_0$ and $K_{i,i\pm1}=-k$. Share each bond energy equally between its two atoms, and let $\beta_j=\beta_i[1+g(j-i)]$ with all $\beta_j>0$.

The exponent becomes $-\frac12x^TMx$. In $M$, a bond carries the mean $\beta$ of its two atoms. Writing $M=\beta_i(K+D)$, the elements of $D$ in row $i$ are

$$D_{ii}=0,\qquad D_{i,i+1}=-\frac{kg}{2},\qquad D_{i,i-1}=+\frac{kg}{2}.$$

The diagonal element vanishes because the stiffer bond on one side compensates the softer one on the other. The position covariance is $M^{-1}$ and $F=-Kx$. With $A=K+D$,

$$\langle FF^T\rangle=\theta_i(A-D)A^{-1}(A-D)
=\theta_i\left(K-D+DA^{-1}D\right).$$

In the diagonal element $ii$ the first-order term $D_{ii}$ is zero. To second order $A^{-1}$ may be replaced by $G=K^{-1}$, so

$$\frac{\langle F_i^2\rangle}{K_{ii}}=\theta_i\left[1+\frac{g^2k^2}{4K_{ii}}\left(G_{i+1,i+1}+G_{i-1,i-1}-2G_{i+1,i-1}\right)\right].$$

Far from the ends, $G_{ij}=G_0r^{|i-j|}$ with $0<r<1$. The equation $KG=1$ off the diagonal requires $K_{ii}=k(r+1/r)$. On the diagonal it requires $G_0(K_{ii}-2kr)=1$, hence $G_0=r/[k(1-r^2)]$. The bracket of $G$ elements is $2G_0(1-r^2)=2r/k$, and the relative shift is

$$\frac{\Delta\theta_i}{\theta_i}=\frac{g^2kr}{2K_{ii}}. \tag{5}$$

In this model the thermometer reads the local temperature up to a correction quadratic in the gradient. The equal bonds matter here. With stiffness $k_R$ on the right of the atom and $k_L$ on the left, $D_{ii}=(k_R-k_L)g/2$, and the correction is linear in $g$. The density used here is even in the velocities and therefore carries no heat current; the current comes from corrections to it.

## (d) What the comparison measures

**For an atom without a thermostat in a steady state, express the difference between the two temperatures through correlations.**

Define, in or out of equilibrium,

$$\theta_i^{\rm conf}=\frac{\langle F_i^2\rangle}{\langle U_{ii}\rangle},\qquad \theta_i^{\rm kin}=m\langle v_i^2\rangle .$$

The atom obeys $m\dot v_i=F_i$, and $F_i$ depends on time through the positions. The chain rule gives

$$\frac{d}{dt}(v_iF_i)=\frac{F_i^2}{m}-\sum_jU_{ij}v_iv_j .$$

The average of the left side vanishes in a steady state with finite $\langle v_iF_i\rangle$. Therefore

$$\langle F_i^2\rangle=m\sum_j\langle U_{ij}v_iv_j\rangle .$$

Divide by $\langle U_{ii}\rangle$, subtract $m\langle v_i^2\rangle$, and separate the term $j=i$:

$$\theta_i^{\rm conf}-\theta_i^{\rm kin}=\frac{m}{\langle U_{ii}\rangle}\Big[{\rm cov}(U_{ii},v_i^2)+\sum_{j\ne i}\langle U_{ij}v_iv_j\rangle\Big]. \tag{6}$$

Both terms vanish in a canonical state, where velocities are independent of positions and of each other. The comparison is thus sensitive to two kinds of departure from local equilibrium. It can miss others, including any in which the two terms cancel.

## (e) A state that passes without local equilibrium

**Test the comparison on a harmonic chain between baths at 350 K and 250 K.**

Take 17 atoms of mass 170 u joined to each other and to fixed walls by springs $k=1$ eV/Å$^2$. The end atoms have Langevin friction $\gamma=10$ ps$^{-1}$:

$$m\,dv_b=F_b\,dt-m\gamma v_b\,dt+\sqrt{2m\gamma\theta_b}\,dW_b .$$

Collect positions and velocities in $z=(x,v)$. The equations are linear, so their covariance $\Sigma=\langle zz^T\rangle$ obeys a closed equation, whose steady form is

$$A\Sigma+\Sigma A^T+Q=0,\qquad A=\begin{pmatrix}0&1\\-K/m&-\Gamma\end{pmatrix}.$$

Here $K$ has $k_0=0$, $\Gamma$ is the diagonal friction matrix, and $Q$ has entries $2\gamma\theta_b/m$ for the two bath velocities and zeros elsewhere. Its numerical solution gives:

| Atom | Kinetic (K) | Configurational (K) |
|---:|---:|---:|
| 2 | 296.89 | 300.88 |
| 4 | 299.84 | 300.05 |
| 9 | 300.00 | 300.00 |
| 14 | 300.16 | 299.95 |
| 16 | 303.11 | 299.12 |

At atom 9 the agreement is forced by symmetry. The covariance is linear in the bath temperatures, and exchanging the baths mirrors the chain, so departures from 300 K are odd about the centre and vanish there. Atoms 4 and 14 have no such protection, yet their two temperatures also agree to about 0.2 K. The interior therefore passes the comparison at that level. Yet energy flows there. Averaging the power given up by atom $i$ and that received by atom $i+1$ through their bond,

$$J=\frac k2\langle(x_i-x_{i+1})(v_i+v_{i+1})\rangle .$$

This is 0.01171 eV/ps, although the interior profile is nearly flat. A local conductivity multiplying the local gradient cannot describe such a current. The normal modes of the isolated harmonic chain exchange no energy, so the transport is ballistic. Classical local equilibrium requires the two temperatures to agree, apart from gradient corrections such as those in (c), but their agreement does not prove local equilibrium.

Near the hot bath the comparison does respond. At atom 2 the difference is $300.88-296.89=3.99$ K. The curvature is constant, so (6) reduces to

$$\theta_2^{\rm conf}-\theta_2^{\rm kin}=-\frac m2\left(\langle v_1v_2\rangle+\langle v_2v_3\rangle\right).$$

The sum of the two velocity correlations, times $m/k_B$, is thus about $-8$ K. The negative sign means that neighbouring velocities are, on balance, anticorrelated.

## (f) An anharmonic chain

**Add the on-site energy $\lambda x_i^4/4$ with $\lambda=100$ eV/Å$^4$, keeping the other parameters. Allow for the time step, and interpret the two temperature profiles.**

The trajectories use velocity-Verlet steps with $\Delta t=5$ fs, with the bath acting between the half steps. For an isolated harmonic mode, the half-step velocity is $v_+=(x'-x)/\Delta t$, where a prime marks the next step, and

$$v=v_++\tfrac12\Delta t\,\omega^2x,\qquad v'=v_+-\tfrac12\Delta t\,\omega^2x' .$$

Squaring and subtracting gives

$$v'^2-v^2=-\omega^2\left(1-\frac{\omega^2\Delta t^2}{4}\right)(x'^2-x^2).$$

Hence $v^2+\omega^2(1-\omega^2\Delta t^2/4)x^2$ is conserved. For $\omega\Delta t<2$ the motion is a rotation in suitably scaled coordinates, and its long average is

$$m\langle v^2\rangle=k\langle x^2\rangle\left(1-\frac{\omega^2\Delta t^2}{4}\right),\qquad k=m\omega^2 .$$

The mean of $v^2$ over the two adjacent half steps is $v^2+(\Delta t\,\omega^2x/2)^2$, and the added term removes the shift. At $\omega\Delta t=0.3$ the predicted full-step ratio $m\langle v^2\rangle/k\langle x^2\rangle$ is $1-0.09/4=0.9775$. A direct iteration gives 0.9774 at full steps and 0.9999 with the half-step average. In the anharmonic chain this average avoids an estimated shift of 0.46 K; smaller anharmonic time-step errors may remain.

One thousand independent copies were each sampled for 100 ps after 20 ps of start-up. Selected results are:

| Atom | $T^{\rm kin}$ (K) | $T^{\rm conf}$ (K) | Difference (K) | Standard error of difference (K) |
|---:|---:|---:|---:|---:|
| 4 | 324.22 | 326.40 | 2.17 | 0.80 |
| 9 | 300.44 | 302.23 | 1.79 | 0.66 |
| 14 | 279.39 | 280.03 | 0.64 | 0.57 |

The profile now slopes. With a spacing of 3 Å, the kinetic temperature falls by $324.22-279.39=44.83$ K over 3 nm, or 14.9 K/nm; a straight-line fit to atoms 4–14 gives 15.0 K/nm. The standard errors in the table apply only to the differences. The kinetic temperatures themselves have standard errors of about 1.2 to 1.5 K, and the gradient of about 0.6 K/nm, or 4%. The current is $0.00222\pm0.00006$ eV/ps (0.356 nW), about one fifth of that in the harmonic chain. Scattering is only part of the reason, because the quartic term also pins the atoms and narrows the range of mode frequencies. A harmonic chain with an on-site stiffness of 2.332 eV/Å$^2$, the mean curvature added by the quartic term at the middle atom, carries 0.00522 eV/ps.

The two temperatures are close but do not coincide within the statistics. Over atoms 4–14 the mean difference is 1.62 K, or 0.5% of 300 K, with a standard error of 0.54 K. That is three standard errors from zero. The error of this mean is hardly smaller than that of one atom, so the atoms do not supply independent evidence.

Evaluating the right side of $\theta_i^{\rm conf}=m\sum_j\langle U_{ij}v_iv_j\rangle/\langle U_{ii}\rangle$ from the same trajectories reproduces $T^{\rm conf}$ within 0.47 K for every atom without a bath. Most of the offset is therefore present in the sampled velocity correlations of (6). This does not identify its origin. Time-step error is too small: the same chain in equilibrium at 300 K, run with a step of 25 fs, shows an offset of $2.5\pm0.3$ K, which corresponds to about 0.1 K at 5 fs if it scales as $\Delta t^2$. Slow relaxation from the starting state is also unlikely. A chain started from rest approaches its steady kinetic temperature with a time constant of about 7 to 8 ps. After 60 ps of start-up, one thousand such copies sampled for 278 ps with a 10 fs step still give a mean difference of $1.29\pm0.32$ K. The same scaling attributes about 0.4 K of this to the larger step, and the remaining 0.9 K is again nearly three standard errors from zero. These runs alone do not exclude a statistical fluctuation, but a scaling test is sharper. Exchanging the baths mirrors the chain, so the mean difference over atoms 4–14 is even in the bath difference, and a real departure should grow roughly as its square. With a 10 fs step, baths at 400 K and 200 K give $4.2\pm0.6$ K, and baths at 450 K and 150 K give $10.9\pm0.5$ K. Removing the time-step part and dividing by 4 and 9 gives about 0.9 K and 1.2 K. This points to a real departure from local equilibrium of about 1 K for the baths used here; its mechanism is not identified.

The finite gradient is too weak to explain the offset through (5). The step per atom is 4.5 K, so $g=4.5/300=0.015$. The mean curvature at the middle atom is 4.332 eV/Å$^2$. Taking this as $K_{ii}$ in a harmonic estimate gives $r+1/r=4.332$, so $r=0.245$, and

$$\Delta T=300\,{\rm K}\times\frac{0.015^2\times0.245}{2\times4.332}\approx0.0019\ {\rm K}.$$

Direct inversion of $M$ for a 41-atom chain also gives 0.0019 K. This estimate takes $\beta$ to be linear in position. If the temperature is linear instead, $\beta$ is slightly curved and $D_{ii}=kg^2$ to second order. This adds a shift of $-300\,{\rm K}\times g^2k/K_{ii}\approx-0.016$ K. The total, about $-0.014$ K, is still far too small to explain the offset.

## (g) The quantum limit and a real lattice

**What does the configurational ratio return for a quantum harmonic mode, and how large is the effect here?**

The mean energy of the mode is

$$E=\omega\left(\frac12+\frac1{e^{\omega/\theta}-1}\right)=\frac\omega2\coth\frac{\omega}{2\theta}.$$

Half of it is potential energy, so $m\omega^2\langle x^2\rangle=E$. Since $F=-m\omega^2x$ and $U''=m\omega^2$,

$$\theta^{\rm conf}=\frac{\langle F^2\rangle}{\langle U''\rangle}=\frac\omega2\coth\frac{\omega}{2\theta}
\simeq\theta\left(1+\frac{\omega^2}{12\theta^2}\right)\quad(\omega\ll\theta).$$

At low temperature the ratio tends to $\omega/2$, the zero-point energy, and no longer measures temperature. The kinetic estimate $\langle p^2\rangle/m$ also equals $E$, so for a single harmonic mode the two estimates agree even when both differ from $\theta$.

For the chain, replace the quartic term by its mean curvature, $k_0=4.332-2=2.332$ eV/Å$^2$. In the stiffest mode neighbours move oppositely, so $m\omega^2=4k+k_0$ and the mode energy is 0.0125 eV. The expansion gives an excess of $300\times(0.0125/0.02585)^2/12\approx5.8$ K, as does the full formula. Softer modes of this harmonic estimate have smaller excesses.

For an atom in the anharmonic chain, the two thermometers also differ from each other. To leading order in the quantum correction to the canonical density, their relative excesses over $\theta$ are

$$\frac{\langle U_{ii}\rangle}{12m\theta^2}\ \text{(kinetic)},\qquad
\frac{\sum_j\langle U_{ij}^2\rangle}{12m\theta^2\langle U_{ii}\rangle}\ \text{(configurational)},$$

with classical averages on the right and $j=i$ included in the sum. The second is never smaller than the first, because $\langle U_{ii}^2\rangle\ge\langle U_{ii}\rangle^2$. At the middle atom at 300 K they amount to 4.0 K and 6.0 K. A quantum chain in perfect equilibrium would thus show a difference of about 2 K, more than the offset found in (f). In a quantum simulation this difference must be allowed for before a mismatch is read as a departure from equilibrium.

The mass and the top mode energy are roughly those of lead telluride, a heavy, soft and anharmonic lattice, for which classical motion near room temperature is a reasonable first approximation. The quartic coefficient was chosen to give a clear temperature slope and is not fitted to that crystal. The on-site potential has no counterpart there either: the acoustic modes of a crystal start at zero frequency, whereas the lowest mode energy in the harmonic estimate of this chain is about 7.6 meV. The gradient of 15 K/nm is very steep: for comparison, 200 K across 1 mm is 0.0002 K/nm. A real crystal breaks the classical assumption, which at 300 K moves the temperature readings by up to about 6 K, and separates the two thermometers by about 2 K, in the present estimates. It also has two masses, three dimensions, long-range forces and heat carried by electrons. Their effects are not computed here, so the current should not be read as a prediction for the material. The full temperature profile is in the numerical output.

## Computed results

```
Mass 170 u; bond stiffness 1.0 eV/A^2
Quartic coefficient 100 eV/A^4; spacing 3.0 A
Atoms 17; baths 350 K and 250 K
Bath friction 10 1/ps; time step 5 fs
Copies 1000; sampled time per copy 100 ps
Discarded start-up time per copy 20 ps
k_B T at 300 K: 0.02585 eV
QUADRATURE, true temperature 300 K
Cubic coefficient 3 eV/A^3 (term c x^3/3, atom 1)
Both coordinates: 300.000 K; one: 300.000 K
Window centre 0.05 A, width 0.04 A
Window, w' term omitted: 113.4 K
Window, w' term kept: 300.000 K
Cutoff 0.3 A in periodic cell 2.0 A
Cutoff, delta term omitted: 216.5 K
Cutoff, delta term kept: 300.000 K
HARMONIC CHAIN (no quartic term)
Atom 2: kinetic 296.89 K, configurational 300.88 K
Atom 4: kinetic 299.84 K, configurational 300.05 K
Atom 9: kinetic 300.00 K, configurational 300.00 K
Atom 14: kinetic 300.16 K, configurational 299.95 K
Atom 16: kinetic 303.11 K, configurational 299.12 K
Heat current 0.01171 eV/ps
ANHARMONIC CHAIN: atom, T_kin, T_conf, difference, std error (K)
  2   330.31   332.26    1.95   0.49
  3   327.83   330.03    2.20   0.67
  4   324.22   326.40    2.17   0.80
  5   320.05   322.24    2.20   1.14
  6   315.57   317.53    1.96   0.68
  7   309.23   311.09    1.86   0.67
  8   304.19   305.51    1.32   0.66
  9   300.44   302.23    1.79   0.66
 10   296.33   297.94    1.61   0.71
 11   292.71   294.33    1.62   0.65
 12   287.45   289.05    1.60   0.62
 13   283.65   284.66    1.00   0.62
 14   279.39   280.03    0.64   0.57
 15   275.00   275.49    0.49   0.54
 16   271.93   271.76   -0.16   0.36
Atoms 4 to 14: mean difference 1.62 K, std error 0.54 K
Atoms 4 to 14: rms difference 1.68 K
Largest |T_conf - velocity-correlation formula|: 0.47 K
Temperature gradient -15.00 K/nm
Heat current 0.00222 eV/ps, std error 0.00006 eV/ps
Heat current converted: 0.356 nW
Mean curvature U_ii, middle atom: 4.332 eV/A^2
SIZES OF ERRORS AND NEGLECTED EFFECTS
Verlet test at omega dt = 0.3: full-step ratio 0.9774, half-step 0.9999
Full-step kinetic shift avoided: 0.46 K
Finite-gradient shift (harmonic estimate): 1.91e-03 K
Top mode energy 0.0125 eV
Quantum excess of top mode at 300 K: 5.80 K
```
